# Matthews-Blakeslee Critical Thickness of a Coherently Strained Silicide Film: a numerical check

```python
"""Critical thickness of a coherently strained cubic film (Matthews-Blakeslee).

Result under test:
  h_c = b (1 - nu cos^2 beta) / (8 pi (1+nu) |eps| cos lambda) * (ln(h_c/b) + 1)
b: Burgers vector length; beta: angle between Burgers vector and misfit line;
b cos lambda: Burgers component in the interface, normal to the line;
eps: coherent in-plane film strain; nu: Poisson ratio; mu: shear modulus.
The added 1 is a core convention: line energy at h = b equals the log prefactor.
Hartree atomic units. Local axes: x in interface normal to line, y up, z on line.
"""
import itertools
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import lambertw

# ---------- infinite-body dislocation fields, from displacements ----------
X, Y = sp.symbols("X Y", real=True)
MU, NU = sp.symbols("mu nu", positive=True)
R2 = X**2 + Y**2
ux = (sp.atan2(Y, X) + X*Y/(2*(1 - NU)*R2))/(2*sp.pi)
uy = -((1 - 2*NU)*sp.log(R2) + (X**2 - Y**2)/R2)/(8*sp.pi*(1 - NU))
lame = 2*MU*NU/(1 - 2*NU)
dilation = sp.diff(ux, X) + sp.diff(uy, Y)
sxx = sp.simplify(lame*dilation + 2*MU*sp.diff(ux, X))
syy = sp.simplify(lame*dilation + 2*MU*sp.diff(uy, Y))
sxy = sp.simplify(MU*(sp.diff(ux, Y) + sp.diff(uy, X)))
assert sp.simplify(sp.diff(sxx, X) + sp.diff(sxy, Y)) == 0
assert sp.simplify(sp.diff(sxy, X) + sp.diff(syy, Y)) == 0
edge_stress = sp.lambdify((X, Y, MU, NU), (sxx, syy, sxy), "numpy")

# Burgers closure and absence of a net core force, on a unit circle
angles = np.linspace(0, 2*np.pi, 400, endpoint=False)
cx, cy = np.cos(angles), np.sin(angles)
grad = sp.lambdify((X, Y, NU), [sp.diff(u, v) for u in (ux, uy) for v in (X, Y)],
                   "numpy")
g = grad(cx, cy, 0.3)
jump_x = 2*np.pi*np.mean(-g[0]*cy + g[1]*cx)
jump_y = 2*np.pi*np.mean(-g[2]*cy + g[3]*cx)
assert abs(jump_x - 1) < 1e-10 and abs(jump_y) < 1e-10
c_xx, c_yy, c_xy = edge_stress(cx, cy, 1.0, 0.3)
assert abs(np.mean(c_xx*cx + c_xy*cy)) < 1e-10
assert abs(np.mean(c_xy*cx + c_yy*cy)) < 1e-10

# screw field for unit Burgers vector
uz = sp.atan2(Y, X)/(2*sp.pi)
assert sp.simplify(sp.diff(uz, X, 2) + sp.diff(uz, Y, 2)) == 0
screw_stress = sp.lambdify((X, Y, MU), (MU*sp.diff(uz, X), MU*sp.diff(uz, Y)),
                           "numpy")

# ---------- half-space response to a line force on the surface ----------
PX, PY, T = sp.symbols("P_x P_y t", real=True)
radial = -2*(PX*X + PY*Y)/(sp.pi*R2**2)
fxx, fyy, fxy = radial*X**2, radial*Y**2, radial*X*Y
assert sp.simplify(sp.diff(fxx, X) + sp.diff(fxy, Y)) == 0
assert sp.simplify(sp.diff(fxy, X) + sp.diff(fyy, Y)) == 0
trace = sp.simplify(fxx + fyy)
assert sp.simplify(sp.diff(trace, X, 2) + sp.diff(trace, Y, 2)) == 0
on_circle = {X: sp.cos(T), Y: sp.sin(T)}
for f1, f2, load in ((fxx, fxy, PX), (fxy, fyy, PY)):
    pull = sp.simplify((f1*X + f2*Y).subs(on_circle))
    total = sp.integrate(sp.expand(pull), (T, -sp.pi, 0))
    assert sp.simplify(total + load) == 0
ax, ay = -X/(sp.pi*R2), -Y/(sp.pi*R2)
assert sp.simplify(sp.diff(ax, X) + sp.diff(ay, Y)) == 0
assert sp.simplify(sp.diff(ax, Y) - sp.diff(ay, X)) == 0
assert sp.integrate(sp.simplify((ax*X + ay*Y).subs(on_circle)),
                    (T, -sp.pi, 0)) == -1

nodes, weights = np.polynomial.legendre.leggauss(80)
theta, w_theta = nodes*np.pi/2, weights*np.pi/2


def image_force(h, burgers, mu, nu):
    """Upward force per length at depth h, by cancelling surface tractions."""
    bx, by, bz = burgers
    s = h*np.tan(theta)
    ds = w_theta*h/np.cos(theta)**2
    up = h*np.ones_like(s)
    _, e_yy, e_xy = edge_stress(s, up, mu, nu)
    # field of a Burgers vector along y: the same field turned by 90 degrees
    r_xx, _, r_xy = edge_stress(up, -s, mu, nu)
    _, s_yz = screw_stress(s, up, mu)
    px = -(bx*e_xy - by*r_xy)*ds
    py = -(bx*e_yy + by*r_xx)*ds
    pz = -bz*s_yz*ds
    rx, ry = -s, -up
    r2 = rx**2 + ry**2
    common = -2*(px*rx + py*ry)/(np.pi*r2**2)
    k_xx, k_xy = np.sum(common*rx*rx), np.sum(common*rx*ry)
    k_xz = np.sum(-pz*rx/(np.pi*r2))
    return -(k_xx*bx + k_xy*by + k_xz*bz)


def log_prefactor(b, cos_beta, mu, nu):
    return mu*b**2*(1 - nu*cos_beta**2)/(4*np.pi*(1 - nu))


for vec in ([1, 0, 0], [0, 1, 0], [0, 0, 1], [0.7, -1.1, 0.4]):
    vec = np.array(vec, float)
    size = np.linalg.norm(vec)
    for depth in (2.0, 9.0):
        for poisson in (0.2, 0.35):
            expected = log_prefactor(size, vec[2]/size, 1.3, poisson)/depth
            assert np.isclose(image_force(depth, vec, 1.3, poisson), expected,
                              rtol=1e-8)


# ---------- misfit driving force ----------
def film_energy(density, burgers, strain, mu, nu):
    """Film energy per volume after mean relaxation by misfit lines."""
    lam = 2*mu*nu/(1 - 2*nu)
    e1 = strain - density*burgers[0]
    e2 = strain
    shear = -density*burgers[2]/2
    e3 = -lam*(e1 + e2)/(lam + 2*mu)   # free surface: zero normal stress
    return (lam*(e1 + e2 + e3)**2/2 + mu*(e1**2 + e2**2 + e3**2)
            + 2*mu*shear**2)


def drive_per_thickness(burgers, strain, mu, nu):
    step = 1e-5
    return -(film_energy(step, burgers, strain, mu, nu)
             - film_energy(-step, burgers, strain, mu, nu))/(2*step)


def biaxial_stress(strain, mu, nu):
    return 2*mu*(1 + nu)*strain/(1 - nu)


# ---------- critical thickness: formula and independent root search ----------
def kappa_of(strain, cos_lambda, cos_beta, nu):
    return (1 - nu*cos_beta**2)/(8*np.pi*(1 + nu)*abs(strain)*cos_lambda)


def reduced_root(kappa, core=1.0, branch=-1):
    return float((-kappa*lambertw(-np.exp(-core)/kappa, branch)).real)


def numerical_thickness(burgers, strain, mu, nu, core=1.0):
    b = np.linalg.norm(burgers)
    drive = drive_per_thickness(burgers, strain, mu, nu)
    core_energy = core*b*image_force(b, burgers, mu, nu)

    def net_cost(h):
        work = quad(lambda q: np.exp(q)*image_force(np.exp(q), burgers, mu, nu),
                    np.log(b), np.log(h))[0]
        return core_energy + work - drive*h
    return brentq(net_cost, 2*b, 1000*b, xtol=1e-9)


# ---------- model film ----------
a_sub, a_film, mu, nu = 10.0, 9.9, 0.003, 0.3
strain = (a_sub - a_film)/a_film
stress = biaxial_stress(strain, mu, nu)
line = np.array([1, -1, 0])/np.sqrt(2)
across = np.array([1, 1, 0])/np.sqrt(2)
normal = np.array([0, 0, 1.0])
b_crystal = a_sub/2*np.array([1, 0, -1.0])
b60 = np.array([b_crystal @ across, b_crystal @ normal, b_crystal @ line])
b = np.linalg.norm(b60)
cos_lambda, cos_beta = b60[0]/b, b60[2]/b
assert np.isclose(drive_per_thickness(b60, strain, mu, nu),
                  stress*b*cos_lambda, rtol=1e-7)

# force on a threading segment in the (111) plane, for several slants
stress_tensor = stress*np.diag([1.0, 1.0, 0.0])
for slant in (-1.5, 0.0, 0.8):
    h_test = 50.0
    segment = h_test*(np.array([-0.5, -0.5, 1.0]) + slant*line)
    assert abs(segment @ np.array([1, 1, 1])) < 1e-10
    force = np.cross(stress_tensor @ b_crystal, segment) @ line
    assert np.isclose(abs(force), stress*h_test*b*cos_lambda, rtol=1e-10)


def largest_schmid(normals):
    """Largest resolved shear divided by the biaxial stress, <110> slip."""
    best = 0.0
    for n in normals:
        for d in itertools.product((-1, 0, 1), repeat=3):
            if np.dot(d, d) == 2 and np.dot(n, d) == 0:
                value = abs(n[0]*d[0] + n[1]*d[1])/np.sqrt(np.dot(n, n)*2)
                best = max(best, value)
    return best


schmid_001 = largest_schmid([(1, 0, 0), (0, 1, 0), (0, 0, 1)])
schmid_111 = largest_schmid(list(itertools.product((-1, 1), repeat=3)))
assert schmid_001 == 0 and np.isclose(schmid_111, 1/np.sqrt(6))

kappa = kappa_of(strain, cos_lambda, cos_beta, nu)
h_crit = b*reduced_root(kappa)
h_small = b*reduced_root(kappa, branch=0)
h_numeric = numerical_thickness(b60, strain, mu, nu)
assert np.isclose(h_crit, h_numeric, rtol=1e-6)
assert np.isclose(numerical_thickness(b60, strain, 2*mu, nu), h_crit, rtol=1e-6)
assert h_small < b < h_crit

b_edge = np.array([b, 0.0, 0.0])
kappa_edge = kappa_of(strain, 1.0, 0.0, nu)
h_edge = b*reduced_root(kappa_edge)
assert np.isclose(h_edge, numerical_thickness(b_edge, strain, mu, nu), rtol=1e-6)

core_results = []
for core in (0.0, 1.0, 2.0):
    value = b*reduced_root(kappa, core)
    assert np.isclose(value, numerical_thickness(b60, strain, mu, nu, core),
                      rtol=1e-6)
    core_results.append((core, value))

prefactor = log_prefactor(b, cos_beta, mu, nu)


def misfit_force(h):
    return stress*h*b*cos_lambda


def line_tension(h):
    return prefactor*(np.log(h/b) + 1)


assert line_tension(h_crit/2) > misfit_force(h_crit/2)
assert line_tension(2*h_crit) < misfit_force(2*h_crit)

# largest strain with a root: just above it, driving force wins everywhere
strain_limit = kappa*strain
grid = b*np.geomspace(0.05, 1000, 20001)
for factor, has_coherent_range in ((0.99, True), (1.01, False)):
    pull = grid*drive_per_thickness(b60, factor*strain_limit, mu, nu)
    tension = b*image_force(b, b60, mu, nu)*(np.log(grid/b) + 1)
    assert bool(np.any(tension > pull)) == has_coherent_range

bohr_nm = physical_constants["Bohr radius"][0]*1e9
print(f"substrate lattice parameter: {a_sub:.1f} bohr")
print(f"film lattice parameter: {a_film:.1f} bohr")
print(f"shear modulus: {mu:.4f} hartree/bohr^3")
print(f"Poisson ratio: {nu:.2f}")
print(f"coherent strain: {strain:.6f}")
print(f"biaxial stress: {stress:.5e} hartree/bohr^3")
print(f"Burgers vector length: {b:.4f} bohr")
print(f"cos lambda: {cos_lambda:.4f}")
print(f"cos beta: {cos_beta:.4f}")
print(f"largest Schmid factor, {{001}}<110>: {schmid_001:.4f}")
print(f"largest Schmid factor, {{111}}<110>: {schmid_111:.4f}")
print(f"line-energy prefactor A: {prefactor:.5e} hartree/bohr")
print(f"image force times depth, quadrature: "
      f"{h_crit*image_force(h_crit, b60, mu, nu):.5e} hartree/bohr")
print(f"kappa, 60-degree dislocation: {kappa:.4f}")
print(f"reduced thickness h_c/b: {h_crit/b:.4f}")
print(f"critical thickness, formula: {h_crit:.3f} bohr")
print(f"critical thickness, root search: {h_numeric:.3f} bohr")
print(f"critical thickness, converted: {h_crit*bohr_nm:.3f} nm")
print(f"smaller root, outside continuum: {h_small:.3f} bohr")
for label, h in (("h_c/2", h_crit/2), ("h_c", h_crit), ("2 h_c", 2*h_crit)):
    print(f"at {label}: misfit force {misfit_force(h):.5e}, "
          f"line tension {line_tension(h):.5e} hartree/bohr")
for core, value in core_results:
    print(f"core constant {core:.0f}: critical thickness {value:.2f} bohr")
for eps in (0.005, 0.01, 0.02, 0.04):
    k = kappa_of(eps, cos_lambda, cos_beta, nu)
    h = b*reduced_root(k)
    assert np.isclose(h, numerical_thickness(b60, eps, mu, nu), rtol=1e-6)
    print(f"strain {eps:.3f}: kappa {k:.4f}, critical thickness {h:.2f} bohr")
print(f"largest strain with a root: {strain_limit:.5f}")
print(f"kappa, in-plane pure edge: {kappa_edge:.4f}")
print(f"critical thickness, in-plane pure edge: {h_edge:.3f} bohr")
print("every check passed")
```

Output:

```
substrate lattice parameter: 10.0 bohr
film lattice parameter: 9.9 bohr
shear modulus: 0.0030 hartree/bohr^3
Poisson ratio: 0.30
coherent strain: 0.010101
biaxial stress: 1.12554e-04 hartree/bohr^3
Burgers vector length: 7.0711 bohr
cos lambda: 0.5000
cos beta: 0.5000
largest Schmid factor, {001}<110>: 0.0000
largest Schmid factor, {111}<110>: 0.4082
line-energy prefactor A: 1.57734e-02 hartree/bohr
image force times depth, quadrature: 1.57734e-02 hartree/bohr
kappa, 60-degree dislocation: 5.6056
reduced thickness h_c/b: 23.2403
critical thickness, formula: 164.334 bohr
critical thickness, root search: 164.334 bohr
critical thickness, converted: 8.696 nm
smaller root, outside continuum: 2.791 bohr
at h_c/2: misfit force 3.26973e-02, line tension 5.44614e-02 hartree/bohr
at h_c: misfit force 6.53947e-02, line tension 6.53947e-02 hartree/bohr
at 2 h_c: misfit force 1.30789e-01, line tension 7.63280e-02 hartree/bohr
core constant 0: critical thickness 108.09 bohr
core constant 1: critical thickness 164.33 bohr
core constant 2: critical thickness 214.54 bohr
strain 0.005: kappa 11.3245, critical thickness 404.02 bohr
strain 0.010: kappa 5.6622, critical thickness 166.52 bohr
strain 0.020: kappa 2.8311, critical thickness 64.17 bohr
strain 0.040: kappa 1.4156, critical thickness 20.82 bohr
largest strain with a root: 0.05662
kappa, in-plane pure edge: 3.0301
critical thickness, in-plane pure edge: 70.782 bohr
every check passed
```
